# A current-free reservoir at the cathode of a blocked line: a program that tests the result

```python
"""Electromigration stress in a blocked line with a current-free reservoir.

Result under test: a blocked, initially stress-free line of length L has
steady cathode tension G L / 2. A current-free reservoir of equal length,
cross-section and modulus, joined to the cathode, lowers it to G L / 4.

G = Z e rho j / Omega : stress gradient that balances the electron wind
Z: size of effective charge, rho: resistivity, j: current density,
Omega: atomic volume, B: effective modulus (dC/C = -d sigma/B),
D: atomic diffusivity, kappa = D B Omega / (k T): stress diffusivity.
Tension is positive; x runs from cathode to anode.
Reduced units in the transport model: L = G = kappa(line) = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

CELLS = 80                 # cells per line length
STEP = 1.0 / CELLS


def evolve(area, diffusivity, modulus, drive, time, start=0.0):
    """Follow atoms between nodes; both outer ends are closed."""
    count = len(area)
    rates = np.zeros((count + 2, count + 2))   # last column: wind source
    storage = np.zeros(count + 1)
    for i in range(count):
        half_store = 0.5 * STEP * area[i] / modulus[i]
        storage[i] += half_store
        storage[i + 1] += half_store
        conductance = area[i] * diffusivity[i]
        # atoms leaving node i raise its tension; node i+1 receives them
        for node, sign in ((i, 1.0), (i + 1, -1.0)):
            rates[node, i] -= sign * conductance / STEP
            rates[node, i + 1] += sign * conductance / STEP
            rates[node, -1] += sign * conductance * drive[i]
    rates[:-1] /= storage[:, None]
    state = np.append(np.full(count + 1, start), 1.0)
    return (expm(rates * time) @ state)[:-1]


def line_only(time, start=0.0):
    one = np.ones(CELLS)
    return evolve(one, one, one, one, time, start)


def with_reservoir(time, length=1.0, area=1.0, diffusivity=1.0,
                   modulus=1.0, drive=0.0, start=0.0):
    """Return the stress profile and the index of the cathode joint."""
    extra = int(round(length * CELLS))

    def joined(value):
        return np.append(np.full(extra, value), np.ones(CELLS))

    profile = evolve(joined(area), joined(diffusivity), joined(modulus),
                     joined(drive), time, start)
    return profile, extra


# ---- steady state, reached by evolution from the stress-free state ----
LATE = 12.0
alone = line_only(LATE)
profile, joint = with_reservoir(LATE)
assert abs(alone[0] - 0.5) < 1e-6
assert abs(alone[-1] + 0.5) < 1e-6
assert abs(profile[joint] - 0.25) < 1e-6
assert abs(profile[-1] + 0.75) < 1e-6
assert np.ptp(profile[:joint + 1]) < 1e-6      # uniform in reservoir
assert profile.max() - profile[joint] < 1e-6   # joint has peak tension

# ---- halving at all times when the stress diffusivities are equal ----
for time in (0.01, 0.1, 0.5, 2.0):
    pair, place = with_reservoir(time)
    assert abs(pair[place] / line_only(time)[0] - 0.5) < 1e-7

# ---- cathode and anode time constants ----
early_pair, place = with_reservoir(0.2)
odd = np.arange(1, 60, 2)
series = np.sum(4 / (np.pi * odd)**2 * np.exp(-(np.pi * odd)**2 * 0.2))
assert abs(early_pair[place] - 0.5 * (0.5 - series)) < 1e-4
gap_1 = with_reservoir(1.5)[0][-1] + 0.75
gap_2 = with_reservoir(2.0)[0][-1] + 0.75
anode_rate = np.log(gap_1 / gap_2) / 0.5
assert abs(anode_rate / (np.pi**2 / 4) - 1) < 1e-3

# ---- slow reservoir: early ratio changes, steady ratio does not ----
slow, place = with_reservoir(0.03, diffusivity=0.1)
slow_ratio = slow[place] / line_only(0.03)[0]
assert abs(slow_ratio - 1 / (1 + np.sqrt(0.1))) < 0.01  # grid error
slow_end, place = with_reservoir(80.0, diffusivity=0.1)
assert abs(slow_end[place] - 0.25) < 1e-6

# ---- other reservoirs and the limits of the statement ----
wide, place = with_reservoir(LATE, length=0.5, area=3.0)
assert abs(wide[place] - 0.5 / (1 + 1.5)) < 1e-6
stiff, place = with_reservoir(LATE, modulus=2.0)
assert abs(stiff[place] - 0.5 / (1 + 0.5)) < 1e-6
active, place = with_reservoir(LATE, drive=1.0)
assert abs(active[0] - 1.0) < 1e-6
preload, place = with_reservoir(LATE, start=0.3)
assert abs(preload[place] - 0.55) < 1e-6
assert abs(line_only(LATE, start=0.3)[0] - 0.8) < 1e-6
ones = np.ones(2 * CELLS)
anode_drive = np.append(np.ones(CELLS), np.zeros(CELLS))
anode_side = evolve(ones, ones, ones, anode_drive, LATE)
assert abs(anode_side[0] - 0.75) < 1e-6

# ---- worked example: rough copper / low-k values, in SI ----
length = 20e-6
width = 100e-9
thickness = 200e-9
current_density = 1e10
resistivity = 3e-8
charge = 1.0
volume = 0.0118e-27
modulus = 10e9
temperature = 378.0
prefactor = 1e-8
barrier_ev = 0.85
e = const.e
thermal_energy = const.k * temperature
MPA = 1e6

force = charge * e * resistivity * current_density
gradient = force / volume
span = gradient * length
blocked = span / 2
relieved = span / 4

# the same gradient in atomic units, where e = 1
pc = const.physical_constants
bohr = pc["atomic unit of length"][0]
volt_au = pc["atomic unit of electric potential"][0]
amp_au = pc["atomic unit of current"][0]
hartree = pc["Hartree energy"][0]
rho_au = resistivity / (volt_au / amp_au * bohr)
j_au = current_density / (amp_au / bohr**2)
gradient_au = charge * rho_au * j_au / (volume / bohr**3)
assert abs(gradient_au * hartree / bohr**4 / gradient - 1) < 1e-7

# ---- nonlinear storage: C = C0 exp(-sigma/B), count all atoms ----


def atom_excess(cathode, reservoir):
    """Mean relative atom excess for a trial cathode stress in units G L."""
    strain = span / modulus
    held = quad(lambda x: np.expm1(-(cathode - x) * strain), 0, 1,
                epsabs=1e-14)[0]
    return held + reservoir * np.expm1(-cathode * strain)


exact_blocked = span * brentq(atom_excess, 0, 1, args=(0.0,), xtol=1e-13)
exact_relieved = span * brentq(atom_excess, 0, 1, args=(1.0,), xtol=1e-13)
shift = exact_relieved - relieved
assert abs(shift / (5 / 96 * span**2 / modulus) - 1) < 0.05
assert abs(exact_relieved / exact_blocked - 0.5) < 0.01

# ---- sizes of neglected effects ----
expansion_gap = 14e-6          # metal minus surroundings, per K
stress_free_temperature = 523.0
cooling = stress_free_temperature - temperature
thermal = 3 * expansion_gap * cooling * modulus
total_blocked = thermal + blocked
total_relieved = thermal + relieved

dielectric_thickness = 300e-9
dielectric_conductivity = 0.3
# all heat goes straight down: upper estimate of the temperature rise
heating = (current_density**2 * resistivity * thickness
           * dielectric_thickness / dielectric_conductivity)
transport_heat_ev = 0.1
thermomigration = transport_heat_ev * e * heating / temperature / volume
crowding = gradient * thickness  # current spreads over about one thickness

surface_energy = 1.5
flaw_blocked = 2 * surface_energy / total_blocked
flaw_relieved = 2 * surface_energy / total_relieved

diffusivity = prefactor * np.exp(-barrier_ev * e / thermal_energy)
kappa = diffusivity * modulus * volume / thermal_energy
cathode_time = length**2 / (np.pi**2 * kappa)
anode_time = length**2 / (anode_rate * kappa)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("Transport model, stresses in units of G L")
show("cathode, line alone", alone[0])
show("anode, line alone", alone[-1])
show("cathode, with reservoir", profile[joint])
show("anode, with reservoir", profile[-1])
show("cathode, reservoir at anode", anode_side[0])
show("cathode, reservoir modulus doubled", stiff[place])
show("far end, reservoir carrying current", active[0])
show("early ratio, reservoir D one tenth", slow_ratio, digits=3)
print("Example inputs (rough copper / low-k values)")
show("line length", length * 1e6, "um")
show("line width", width * 1e9, "nm")
show("line thickness", thickness * 1e9, "nm")
show("current density", current_density / 1e10, "MA/cm2")
show("resistivity", resistivity * 1e8, "uOhm cm")
show("effective charge size Z", charge)
show("atomic volume", volume * 1e27, "nm3")
show("effective modulus", modulus / 1e9, "GPa")
show("temperature", temperature, "K")
print("Example results")
show("wind force per atom", force / e * 1e-9, "eV/nm")
show("stress gradient G", gradient / MPA * 1e-6, "MPa/um")
show("end-to-end stress G L", span / MPA, "MPa")
show("cathode tension, line alone", blocked / MPA, "MPa")
show("  the same", blocked / e * 1e-30, "eV/A3")
show("cathode tension, reservoir", relieved / MPA, "MPa")
show("  the same", relieved / e * 1e-30, "eV/A3")
show("anode stress, line alone", (blocked - span) / MPA, "MPa")
show("anode stress, reservoir", (relieved - span) / MPA, "MPa")
print("Neglected effects")
show("expansion mismatch", expansion_gap * 1e6, "ppm/K")
show("stress-free temperature", stress_free_temperature, "K")
show("thermal tension", thermal / MPA, "MPa", 3)
show("total tension, line alone", total_blocked / MPA, "MPa", 3)
show("total tension, reservoir", total_relieved / MPA, "MPa", 3)
show("ratio of totals", total_relieved / total_blocked, digits=2)
show("nonlinear storage shift", shift / MPA, "MPa", 2)
show("current spreading, order of", crowding / MPA, "MPa", 2)
show("dielectric thickness", dielectric_thickness * 1e9, "nm")
show("dielectric conductivity", dielectric_conductivity, "W/(m K)")
show("Joule heating, at most", heating, "K", 2)
show("heat of transport", transport_heat_ev, "eV")
show("thermomigration, at most", thermomigration / MPA, "MPa", 2)
show("tension, stiffer reservoir", stiff[place] * span / MPA, "MPa", 3)
show("surface energy", surface_energy, "J/m2")
show("critical flaw radius, alone", flaw_blocked * 1e9, "nm", 2)
show("critical flaw radius, reservoir", flaw_relieved * 1e9, "nm", 2)
show("diffusivity prefactor", prefactor * 1e4, "cm2/s")
show("diffusion barrier", barrier_ev, "eV")
show("diffusivity", diffusivity * 1e4, "cm2/s", 2)
show("cathode time constant", cathode_time / const.year, "years", 2)
show("anode time constant, reservoir", anode_time / const.year,
     "years", 2)
print("no test failed")
```

It prints:

```
Transport model, stresses in units of G L
cathode, line alone: 0.5
anode, line alone: -0.5
cathode, with reservoir: 0.25
anode, with reservoir: -0.75
cathode, reservoir at anode: 0.75
cathode, reservoir modulus doubled: 0.3333
far end, reservoir carrying current: 1
early ratio, reservoir D one tenth: 0.759
Example inputs (rough copper / low-k values)
line length: 20 um
line width: 100 nm
line thickness: 200 nm
current density: 1 MA/cm2
resistivity: 3 uOhm cm
effective charge size Z: 1
atomic volume: 0.0118 nm3
effective modulus: 10 GPa
temperature: 378 K
Example results
wind force per atom: 3e-07 eV/nm
stress gradient G: 4.073 MPa/um
end-to-end stress G L: 81.47 MPa
cathode tension, line alone: 40.73 MPa
  the same: 0.0002542 eV/A3
cathode tension, reservoir: 20.37 MPa
  the same: 0.0001271 eV/A3
anode stress, line alone: -40.73 MPa
anode stress, reservoir: -61.1 MPa
Neglected effects
expansion mismatch: 14 ppm/K
stress-free temperature: 523 K
thermal tension: 60.9 MPa
total tension, line alone: 102 MPa
total tension, reservoir: 81.3 MPa
ratio of totals: 0.8
nonlinear storage shift: 0.035 MPa
current spreading, order of: 0.81 MPa
dielectric thickness: 300 nm
dielectric conductivity: 0.3 W/(m K)
Joule heating, at most: 0.6 K
heat of transport: 0.1 eV
thermomigration, at most: 2.2 MPa
tension, stiffer reservoir: 27.2 MPa
surface energy: 1.5 J/m2
critical flaw radius, alone: 30 nm
critical flaw radius, reservoir: 37 nm
diffusivity prefactor: 0.0001 cm2/s
diffusion barrier: 0.85 eV
diffusivity: 4.6e-16 cm2/s
cathode time constant: 1.2 years
anode time constant, reservoir: 4.9 years
no test failed
```
